# Two-Band Thermopower and the Error of the Goldsmid–Sharp Gap Estimate

## Definitions and conventions

The elementary charge is $e>0$, and $\mu$ is the chemical potential. A semiconductor has a conduction band with edge $E_c$ and a valence band with edge $E_v$. Its gap is $E_g=E_c-E_v$, and $g=E_g/kT$.

Transport is described by linear response with a relaxation time, in an isotropic material. The two bands conduct in parallel, without interband scattering or phonon drag. Each has a transport function

$$\Sigma(E)=e^2\sum_{\mathbf k}\tau v_x^2\,\delta(E-E_{\mathbf k}),$$

where the sum is per unit volume and includes spin. Near the edges it is taken as

$$\Sigma_n=\sigma_{0n}\Big(\frac{E-E_c}{kT}\Big)^s,\qquad \Sigma_p=\sigma_{0p}\Big(\frac{E_v-E}{kT}\Big)^s,\qquad s>0,$$

and as zero inside the gap. Parabolic bands with acoustic-phonon scattering have $s=1$. Put $A=s+1$.

The thermopower $S$ is defined at zero current by $\mathcal E=S\,dT/dx$, where $\mathcal E=E_x+(1/e)\,d\mu/dx$ is the electrochemical field, $E_x$ is the electric field and $\mu$ is measured from the local band edge. Electrons then have $S<0$ and holes $S>0$.

To treat both doping types together, let $\eta$ be the distance of $\mu$ from the majority band edge, in units of $kT$, positive inside that band. The corresponding minority quantity is $-g-\eta$. Let $w$ be the majority prefactor $\sigma_0$ divided by the minority one, and let $\theta=e|S|/k$, counted positive when $S$ has the majority sign. With $b=\sigma_{0n}/\sigma_{0p}$, n-type material has $w=b$ and p-type material has $w=1/b$.

## Lemma 1: conductivity weighting

**Statement.** The two-band thermopower is
$$S=\frac{\sigma_nS_n+\sigma_pS_p}{\sigma_n+\sigma_p}.$$

**Proof.** Let $f$ be the Fermi function and $f'=\partial f/\partial E$. The steady Boltzmann equation for charge $-e$ gives the deviation

$$\delta f=-\tau v_x(-f')\Big[e\mathcal E+\frac{E-\mu}{T}\frac{dT}{dx}\Big].$$

The current density $J=-e\sum_{\mathbf k} v_x\,\delta f$ is therefore

$$J=\int\Sigma\,(-f')\Big[\mathcal E+\frac{E-\mu}{eT}\frac{dT}{dx}\Big]dE .$$

The coefficient of $\mathcal E$ is the conductivity, and $J=0$ gives the thermopower:

$$\sigma=\int\Sigma(-f')\,dE,\qquad S=-\frac{1}{eT\sigma}\int\Sigma\,(E-\mu)(-f')\,dE .$$

For parallel bands $\Sigma=\Sigma_n+\Sigma_p$. Each part of the second integral equals $-eT\sigma_iS_i$, and the statement follows. $\square$

**Remark.** Each band carries $J_i=\sigma_i(\mathcal E-S_i\,dT/dx)$. At zero total current,

$$J_n=\frac{\sigma_n\sigma_p}{\sigma_n+\sigma_p}(S_p-S_n)\frac{dT}{dx}=-J_p .$$

The bands thus carry opposite currents although the sample is at open circuit. Minority carriers partly short-circuit the majority thermovoltage.

## Lemma 2: one band

**Statement.** With $F_j(\eta)=\int_0^\infty z^j/(1+e^{z-\eta})\,dz$, one band has

$$\sigma=\sigma_0\,sF_{s-1}(\eta),\qquad \frac{e|S|}{k}=\frac{(s+1)F_s(\eta)}{sF_{s-1}(\eta)}-\eta .$$

For nondegenerate carriers, $e^\eta\ll1$, these become $\sigma=\sigma_0\Gamma(s+1)e^\eta$ and $e|S|/k=A-\eta$.

**Proof.** Let $z$ be the carrier energy from the band edge in units of $kT$. Then $(E-\mu)/kT=\pm(z-\eta)$, with the upper sign for electrons and the lower for holes. Integration by parts gives

$$\int_0^\infty z^s\Big(-\frac{df}{dz}\Big)dz=sF_{s-1},\qquad \int_0^\infty z^{s+1}\Big(-\frac{df}{dz}\Big)dz=(s+1)F_s,$$

where for holes $f$ denotes the hole occupation. Division gives the first result. In the nondegenerate limit $F_j=\Gamma(j+1)e^\eta$, so the ratio is $(s+1)\Gamma(s+1)/[s\Gamma(s)]=s+1=A$. $\square$

**Remark: weighted mobility.** The nondegenerate carrier density is $Ne^\eta$, where $N\propto(mT)^{3/2}$ and $m$ is the density-of-states mass. Equating $\sigma_0\Gamma(s+1)e^\eta$ with $eNe^\eta\mu_d$, where $\mu_d$ is the drift mobility, gives $\sigma_0\propto m^{3/2}\mu_d$ at fixed $T$ and $s$. Hence $w$ is a ratio of weighted mobilities, and equal drift mobilities do not suffice for $w=1$.

## Theorem: largest thermopower over doping

**Assumptions.** Both carrier types are nondegenerate and have the same $s$. The temperature is fixed and the doping is varied. Define

$$G=\frac g2+A,\qquad u=\eta+\frac g2+\frac12\ln w .$$

**Statement.** The thermopower is
$$\theta=G\tanh u-u+\tfrac12\ln w .$$
On the side $u>0$, where majority conduction dominates, it has one maximum, at $\cosh^2u_*=G$, with value

$$\theta_{\max}=M+\tfrac12\ln w,\qquad M=\sqrt{G(G-1)}-\operatorname{arccosh}\sqrt G .$$

**Proof.** By Lemma 2 the ratio of majority to minority conductivity is

$$\frac{we^\eta}{e^{-g-\eta}}=we^{2\eta+g}=e^{2u}.$$

The conductivity shares are therefore $P=(1+\tanh u)/2$ for the majority and $Q=(1-\tanh u)/2$ for the minority. The single-band magnitudes are $A-\eta$ and $A+g+\eta$. They enter Lemma 1 with opposite signs:

$$\begin{aligned}
\theta&=P(A-\eta)-Q(A+g+\eta)\\
&=\tfrac12\big[(A-\eta)-(A+g+\eta)\big]+\tfrac12\tanh u\,\big[(A-\eta)+(A+g+\eta)\big]\\
&=-\eta-\tfrac g2+G\tanh u .
\end{aligned}$$

Substituting $-\eta-g/2=-u+\frac12\ln w$ gives the first claim. Next, $d\theta/du=G\,\mathrm{sech}^2u-1$. This is $G-1>0$ at $u=0$, decreases for $u>0$ and tends to $-1$. It has one zero there, at $\cosh^2u_*=G$, and the zero is a maximum. With $\tanh u_*=\sqrt{1-1/G}$, the term $G\tanh u_*$ equals $\sqrt{G(G-1)}$. $\square$

**Meaning.** Lower doping moves $\mu$ away from the majority band and raises the energy, measured from $\mu$, that each majority carrier transports. It also raises the minority share. The maximum balances the two effects.

## Corollary: the gap estimate and its error

The Goldsmid–Sharp estimate is $E_{GS}=2e|S|_{\max}T_{\max}$. For the maximum over doping, $T_{\max}$ is the fixed temperature $T$, and $|S|_{\max}$ means the largest thermopower with the majority sign. A weakly doped sample in which the minority carriers dominate the conductivity ($u<0$) can show a larger magnitude of the opposite sign; that value is not used here. When $\theta_{\max}>0$, $e|S|_{\max}T=kT\,\theta_{\max}$ and therefore

$$E_{GS}=E_g+kT\,(2M-g+\ln w).$$

For large $G$,

$$\sqrt{G(G-1)}=G-\frac12-\frac1{8G}+\dots,$$
$$\operatorname{arccosh}\sqrt G=\ln\!\big(\sqrt G+\sqrt{G-1}\big)=\tfrac12\ln(4G)-\frac1{4G}+\dots$$

Doubling the difference and using $2G=g+2A$ gives

$$2M-g=2A-1-\ln(4G)+\frac1{4G}+\dots$$

The leading term of $E_{GS}$ is thus $E_g$, which is the derivation of the rule. For $A=2$ the equal-mobility error is approximately $kT[3-\ln(2g+8)]$. It is small over a useful range because the constant and the logarithm nearly cancel.

This error changes sign once. At fixed $u$, $\partial\theta/\partial G=\tanh u$, and $\theta$ is stationary in $u$ at the maximum, so $dM/dG=\tanh u_*$. Therefore $d(2M-g)/dg=\tanh u_*-1<0$. At $g=0$ the error is positive, because $M=0$ at $G=1$ and $M$ grows with $G$. At large $g$ it is negative. For $A=2$ the zero lies at $g=6.56$; the leading large-gap law puts it at $(e^3-8)/2=6.04$.

**Unequal weighted mobilities.** The added error is $+kT\ln b$ for n-type and $-kT\ln b$ for p-type material, provided the maximum lies in material of that doping type. At zero net doping the carrier densities are equal, so $e^{2u}$ equals the ratio $r$ of majority to minority drift mobility, and doping only raises $u$. The maximum is therefore reached only if $r<e^{2u_*}=(\sqrt G+\sqrt{G-1})^2$, about 23 for $G=6.35$. For larger $r$ the largest thermopower of that doping type occurs at vanishing doping and is below $\theta_{\max}$. The carrier with the higher weighted mobility keeps the minority share small until $\mu$ is farther from its band, so its maximum is larger. At the same temperature, and if this condition holds for both doping types, the mean of the two estimates is free of $b$ in the nondegenerate limit:

$$\tfrac12\big(E_{GS}^{\,n}+E_{GS}^{\,p}\big)=E_g+kT(2M-g).$$

At fixed $w$ the relative error $(2M-g+\ln w)/g$ tends to zero as $g\to\infty$, but only as $(\ln g)/g$.

## Proposition 1: first correction from Fermi statistics

The theorem requires $e^{\eta_*}\ll1$, where $\eta_*=u_*-g/2-\frac12\ln w$. It also requires $e^{-g-\eta_*}\ll1$ for the minority carriers, where $-g-\eta_*=-g/2-u_*+\frac12\ln w$. The product of the two factors is $e^{-g}$, so a narrow gap violates at least one condition. A small $w$ violates the first and a large $w$ the second.

**Statement.** For $s=1$, Fermi statistics change the maximum to first order by

$$\delta\theta_{\max}=\tfrac14\tanh u_*\,\big(e^{\eta_*}+e^{-g-\eta_*}\big),$$

which raises $E_{GS}$ by $2kT\,\delta\theta_{\max}$.

**Proof.** Write $x=e^\eta$. Expanding the Fermi integrals gives $F_0=x-x^2/2+\dots$ and $F_1=x-x^2/4+\dots$. Hence the majority thermopower changes by

$$\delta a=2\,\frac{1-x/4}{1-x/2}-2\simeq\frac x2,$$

and the logarithm of its conductivity changes by $-x/2$. Because $\theta$ is stationary at $\eta_*$, the first-order change of the maximum can be evaluated at fixed $\eta_*$.

A change of the logarithm of the majority conductivity changes $P$ by $PQ$ times that amount and $Q$ by the opposite. Its effect on $\theta$ is $PQ$ times the sum of the two single-band magnitudes, which is $2G$. At the maximum $PQ=\mathrm{sech}^2u_*/4=1/(4G)$, so this factor is $\frac12$. The majority contribution is

$$P\frac x2-\frac12\cdot\frac x2=\frac x4(2P-1)=\frac x4\tanh u_* .$$

For the minority let $y_m=e^{-g-\eta_*}$. Its larger thermopower gives $-Qy_m/2$. Its reduced conductivity gives $+y_m/4$. The sum is $(y_m/4)(1-2Q)=(y_m/4)\tanh u_*$. $\square$

**Zero gap.** Here the full Fermi integrals are needed. For $s=1$ and $\mu$ deep in the majority band, $F_0\simeq\eta$ and $2F_1\simeq\eta^2+\pi^2/3$. The majority thermopower is then $\pi^2/(3\eta)>0$, while the minority contribution is exponentially small. The maximum is therefore positive for every finite $w>0$, even at $E_g=0$. Numerical maximization gives $E_{GS}/kT=2.0$ for $b=1$; for $b=5$ it gives 3.2 (n-type) and 1.3 (p-type). The estimate returns a thermal energy where there is no gap, and its relative error diverges as $g\to0$.

## Proposition 2: the peak of $S(T)$ at fixed doping

A temperature sweep of one sample finds a different maximum from that of the theorem.

**Assumptions.** Carriers are nondegenerate, both bands have the same density-of-states mass, and the net doping $D$ is fully ionized. The gap, the masses and $w$ do not depend on temperature.

**Statement.** With $y=\eta+g/2$, the peak at which $S$ has the majority sign satisfies

$$(g+3)\tanh y\,\big(1-G\,\mathrm{sech}^2u\big)=g\tanh u .$$

For $w=1$ this becomes $\cosh^2u=G(g+3)/3$, with $g$ and $G$ taken at the peak temperature.

**Proof.** Charge neutrality reads

$$D=N\big(e^\eta-e^{-g-\eta}\big)=2Ne^{-g/2}\sinh y,\qquad N\propto T^{3/2}.$$

Take the derivative of $\ln D$ with respect to $\ln T$, using $dg/d\ln T=-g$:

$$0=\frac32+\frac g2+\coth y\,\frac{dy}{d\ln T}
\quad\Rightarrow\quad \frac{dy}{d\ln T}=-\frac{g+3}2\tanh y .$$

Since $u=y+\frac12\ln w$, $u$ has the same derivative. Also $dG/d\ln T=-g/2$. Therefore

$$\frac{d\theta}{d\ln T}=\big(1-G\,\mathrm{sech}^2u\big)\frac{g+3}2\tanh y-\frac g2\tanh u .$$

Setting this to zero gives the condition. If $w=1$, then $y=u>0$ and $G\,\mathrm{sech}^2u=3/(g+3)$. $\square$

**Consequence.** Let $T_m$ be the temperature of the peak with the majority sign. If $w<1$, further warming can reverse the sign of $S$ and produce a second peak in $|S|$, which is not used here. At $T_m$ the sample has one particular doping, so its thermopower cannot exceed the maximum over all dopings at $T_m$. The sweep estimate is therefore no larger than the doping-maximum estimate at the same temperature. For $w=1$ the sweep peaks at $\cosh^2u>G$: warming lowers $G$ as well as $u$, so $S$ turns over before the sample reaches the balance of the theorem.

## Worked example

The model has $s=1$ and round parameters. At $T=400$ K, $kT=0.03447$ eV, and $k/e=86.17$ µV/K.

For $E_g=0.30$ eV, $g=0.30/0.03447=8.70$ and $G=8.70/2+2=6.35$. Then $u_*=1.576$ and $M=4.255$. For $b=1$ the nondegenerate result is

$$|S|_{\max}=86.17\times4.255\simeq367\ \mathrm{µV/K},$$
$$E_{GS}=2\times0.03447\times4.255=0.293\ \mathrm{eV}.$$

The minority carriers provide 4.1 % of the conductivity at this maximum. For $b=5$ the estimate shifts by $\pm kT\ln5=\pm0.0555$ eV, to 0.349 eV (n-type) and 0.238 eV (p-type). Fermi statistics add at most 0.0022 eV in these cases.

Full Fermi integrals give the following estimates at 400 K. Errors are relative to the model gap.

| Gap (eV) | Case | $E_{GS}$ (eV) | Error |
|---|---|---:|---:|
| 0.30 | $b=1$ | 0.294 | −1.9 % |
| 0.30 | $b=5$, n | 0.349 | +16 % |
| 0.30 | $b=5$, p | 0.240 | −20 % |
| 0.10 | $b=1$ | 0.128 | +28 % |
| 0.10 | $b=5$, n | 0.178 | +78 % |
| 0.10 | $b=5$, p | 0.0855 | −14.5 % |

For the wider gap, the mean of the two $b=5$ estimates is $(0.349+0.240)/2\simeq0.295$ eV, so most of the mobility error cancels. For the narrow gap the mean is $(0.178+0.0855)/2\simeq0.132$ eV, still about 32 % too high. Averaging does not remove the narrow-gap error.

In the narrow-gap p-type case the maximum lies at $\eta=1.33$, inside the valence band. The Fermi correction to the estimate is 0.025 eV, and the first-order formula gives 0.027 eV. The expansion parameter is not small here, so Proposition 1 does not guarantee this agreement.

The ratio $E_{GS}/E_g$, with Fermi statistics, shows the trend:

| $g$ | $b=1$ | $b=5$, n | $b=5$, p |
|---:|---:|---:|---:|
| 1 | 2.51 | 3.83 | 1.59 |
| 2 | 1.55 | 2.25 | 1.01 |
| 4 | 1.13 | 1.51 | 0.79 |
| 6 | 1.03 | 1.29 | 0.78 |
| 10 | 0.97 | 1.13 | 0.81 |
| 20 | 0.96 | 1.04 | 0.88 |

For $b=1$ the ratio passes through one at $g=7.2$. The near agreement of the p-type entry at $g=2$ is a cancellation: the mobility term $-kT\ln5$ offsets the positive narrow-gap and Fermi contributions. It does not indicate that the rule is reliable there.

For the temperature sweep, take $E_g=0.30$ eV, free-electron masses in both bands and net doping $5\times10^{18}$ cm$^{-3}$. With equal masses, $b$ is the ratio of the drift mobilities in the nondegenerate limit. Fermi statistics give:

| Case | $T_m$ (K) | $\lvert S\rvert$ (µV/K) | $E_{GS}$ (eV) | Error |
|---|---:|---:|---:|---:|
| $b=1$ | 402 | 339 | 0.273 | −9 % |
| $b=5$, n | 469 | 356 | 0.334 | +11 % |
| $b=5$, p | 348 | 322 | 0.224 | −25 % |

For $b=1$, the doping maximum at the same $T_m$ would give 0.2945 eV. The sweep thus lowers the estimate by about 0.022 eV, much more than the 0.0055 eV by which the doping maximum itself misses the gap. In this example the good accuracy of the rule at equal weighted mobilities belongs to the doping maximum, not to the peak of a single sample's $S(T)$.

The numerical check compares the weighting formula and the closed maximum with direct energy integrals, and the sweep condition with numerically located peaks.

## Values computed for the example and the checks

```
k/e = 86.173 uV/K; T = 400 K; kT = 0.03447 eV
kT ln 5 = 0.0555 eV
Gap 0.30 eV: g = 8.703, G = 6.352, u* = 1.576, M = 4.255
  minority conductivity share = 0.0410
  equal-mobility error kT(2M-g) = -0.0067 eV
  b=1: nondegenerate |S| = 366.6 uV/K, estimate 0.2933 eV
    Fermi: eta = -2.75, |S| = 367.9 uV/K, estimate 0.2943 eV, error -1.9 %
    Fermi rise of estimate: exact 0.0010, first order 0.0010 eV
  b=5 n-type: nondegenerate |S| = 436.0 uV/K, estimate 0.3488 eV
    Fermi: eta = -3.57, |S| = 436.7 uV/K, estimate 0.3493 eV, error 16.4 %
    Fermi rise of estimate: exact 0.0005, first order 0.0005 eV
  b=5 p-type: nondegenerate |S| = 297.3 uV/K, estimate 0.2378 eV
    Fermi: eta = -1.92, |S| = 300.1 uV/K, estimate 0.2400 eV, error -20.0 %
    Fermi rise of estimate: exact 0.0022, first order 0.0022 eV
Gap 0.10 eV: g = 2.901, G = 3.451, u* = 1.231, M = 1.677
  minority conductivity share = 0.0786
  equal-mobility error kT(2M-g) = 0.0156 eV
  b=1: nondegenerate |S| = 144.5 uV/K, estimate 0.1156 eV
    Fermi: eta = 0.10, |S| = 159.8 uV/K, estimate 0.1278 eV, error 27.8 %
    Fermi rise of estimate: exact 0.0122, first order 0.0127 eV
  b=5 n-type: nondegenerate |S| = 213.9 uV/K, estimate 0.1711 eV
    Fermi: eta = -0.92, |S| = 222.6 uV/K, estimate 0.1781 eV, error 78.1 %
    Fermi rise of estimate: exact 0.0070, first order 0.0074 eV
  b=5 p-type: nondegenerate |S| = 75.2 uV/K, estimate 0.0602 eV
    Fermi: eta = 1.33, |S| = 106.9 uV/K, estimate 0.0855 eV, error -14.5 %
    Fermi rise of estimate: exact 0.0253, first order 0.0265 eV
Estimate/gap: g; nondeg. b=1; Fermi b=1; b=5 n; b=5 p
   1  1.810  2.506  3.833  1.594
   2  1.303  1.551  2.252  1.005
   3  1.146  1.260  1.747  0.846
   4  1.074  1.131  1.508  0.792
   6  1.010  1.026  1.287  0.776
   8  0.983  0.988  1.187  0.793
  10  0.970  0.972  1.132  0.813
  15  0.959  0.959  1.067  0.852
  20  0.958  0.958  1.038  0.877
Zero gap, estimate/kT (Fermi; b=1, 5 n, 5 p): 2.005, 3.242, 1.283
b=1 estimate exact at g = 6.556 (nondegenerate), 7.167 (Fermi)
  large-gap law puts it at g = 6.043
S(T) peak: gap 0.30 eV, net doping 5.0e+18 cm^-3
  nondegenerate b=1: T = 402.3 K, |S| = 337.2 uV/K, estimate 0.2713 eV
  Fermi b=1: T = 402.4 K, |S| = 339.1 uV/K, g = 8.65
    estimate 0.2729 eV, error -9.0 %; doping maximum at this T gives 0.2945 eV
  Fermi b=5 n-type: T = 468.5 K, |S| = 356.1 uV/K, g = 7.43
    estimate 0.3337 eV, error 11.2 %; doping maximum at this T gives 0.3627 eV
  Fermi b=5 p-type: T = 347.7 K, |S| = 322.1 uV/K, g = 10.01
    estimate 0.2240 eV, error -25.3 %; doping maximum at this T gives 0.2440 eV
```
